# Square-root temperature correction to the conductivity of a diffusive three-dimensional metal: verification in Python

```python
"""Interaction correction to the conductivity of a diffusive 3D metal.
Result under test (hbar = e = k_B = 1):
  sigma(T) - sigma(0) = c * (1 + 3 k(F)) * sqrt(T/D),
  c = -sqrt(pi) zeta(1/2) / (6 sqrt(2) pi^2),
  k(F) = (1-r)(1+2r)/(1+r),  r = 1/sqrt(1+F).
D: diffusion constant; nu: density of states, both spins; sigma = nu D;
F: spin-triplet Landau parameter; T: temperature.
The matrix diffusion equation for the Keldysh function g (g*g = 1) is solved
directly for two weak plane-wave fields and a weak uniform force.
Functions of energy stand for operators in time; a product shifts energies.
"""
import numpy as np
from mpmath import zeta
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma

# ---------- direct solution of the matrix diffusion equation (T = 1) ----------
DIFF, QX, QY, OMEGA = 0.7, 0.9, 0.6, 1.3
Q2 = QX**2 + QY**2
UNIT2 = np.eye(2, dtype=complex)
PAULI_X = np.array([[0, 1], [1, 0]], dtype=complex)
PAULI_Y = np.array([[0, -1j], [1j, 0]])
UNIT4 = np.eye(4, dtype=complex)
ENERGY = np.linspace(-45.0, 45.0, 1801)
STEP = ENERGY[1] - ENERGY[0]


def equilibrium(energy):
    """Keldysh matrix [[1, 2h], [0, -1]] times the unit matrix in spin."""
    g = np.zeros((len(energy), 4, 4), dtype=complex)
    for spin in range(2):
        g[:, spin, spin] = 1.0
        g[:, spin + 2, spin + 2] = -1.0
        g[:, spin, spin + 2] = 2.0 * np.tanh(energy / 2.0)
    return g


def slope_of(function, h=0.01):
    """Fourth-order finite-difference derivative in energy."""
    return lambda e: (8 * (function(e + h) - function(e - h))
                      - function(e + 2 * h) + function(e - 2 * h)) / (12 * h)


def linear_response(k, vertex):
    """g to first order in a field exp[ik(qx - omega t)], at orders 0, 1 in force."""
    def operator(e):
        return -DIFF * Q2 * equilibrium(e + k * OMEGA / 2) + 1j * k * OMEGA * UNIT4

    def zeroth(e):
        left = equilibrium(e + k * OMEGA / 2)
        right = equilibrium(e - k * OMEGA / 2)
        return np.linalg.solve(operator(e), 1j * (vertex @ right - left @ vertex))

    def flux(e):
        return 1j * k * QX * equilibrium(e + k * OMEGA / 2) @ zeroth(e)

    def first(e):
        left = equilibrium(e + k * OMEGA / 2)
        right_slope = slope_of(equilibrium)(e - k * OMEGA / 2)
        inner = left @ slope_of(zeroth)(e) + zeroth(e) @ right_slope
        source = -DIFF * (1j * k * QX * inner + slope_of(flux)(e))
        return np.linalg.solve(operator(e), source)

    return zeroth, first


def keldysh_integral(matrix):
    """Integral over energy / 2 pi of the Keldysh part, averaged over spin."""
    part = (matrix[:, 0, 2] + matrix[:, 1, 3]) / 2
    return np.sum(part) * STEP / (2 * np.pi)


def second_order_current(vertex_a, vertex_b):
    """Part of g dg proportional to both field amplitudes and to the force."""
    a0, a1 = linear_response(+1, vertex_a)
    b0, b1 = linear_response(-1, vertex_b)

    def normalization_part(e):
        low, high = e - OMEGA / 2, e + OMEGA / 2
        return -0.5 * equilibrium(e) @ (a0(low) @ b0(low) + b0(high) @ a0(high))

    e, low, high = ENERGY, ENERGY - OMEGA / 2, ENERGY + OMEGA / 2
    total = -1j * QX * a1(low) @ b0(low)
    total = total + a0(low) @ (-1j * QX * b1(low) + slope_of(b0)(low))
    total = total + 1j * QX * b1(high) @ a0(high)
    total = total + b0(high) @ (1j * QX * a1(high) + slope_of(a0)(high))
    total = total + equilibrium(e) @ slope_of(normalization_part)(e)
    total = total + normalization_part(e) @ slope_of(equilibrium)(e)
    return keldysh_integral(total)


pole = 1 / (DIFF * Q2 - 1j * OMEGA)
thermal = 1 / np.tanh(OMEGA / 2) - OMEGA / (2 * np.sinh(OMEGA / 2)**2)
kernel_formula = 16 / np.pi * DIFF * QX**2 * pole**3 * thermal
kernel_errors = []
for spin_matrix in (UNIT2, PAULI_Y):
    classical = np.kron(UNIT2, spin_matrix)
    quantum = np.kron(PAULI_X, spin_matrix)
    kernel_direct = second_order_current(classical, quantum)
    kernel_errors.append(abs(kernel_direct / kernel_formula - 1))
    assert kernel_errors[-1] < 1e-5   # finite-difference error only
    classical_only = abs(second_order_current(classical, classical))
    assert classical_only < 1e-6
    # density response: band-bottom shift plus change of occupation
    response = linear_response(+1, classical)[0](ENERGY)
    if spin_matrix is UNIT2:
        polarization = 1 + np.pi / 2 * keldysh_integral(response)
        assert abs(polarization - DIFF * Q2 * pole) < 1e-7

# ---------- final law by double quadrature from the screened interaction -----
COEFF = float(-np.sqrt(np.pi) * zeta(0.5) / (6 * np.sqrt(2) * np.pi**2))


def spin_factor(landau):
    r = 1 / np.sqrt(1 + landau)
    return (1 - r) * (1 + 2 * r) / (1 + r)


def thermal_slope(x):
    """d/dx of x coth(x/2) - x."""
    if x < 1e-4:
        return -1 + x / 3
    return 2 / np.expm1(x) - 2 * x * np.exp(x) / np.expm1(x)**2


def relative_correction(inverse_bare, temperature):
    """Thermal part of delta sigma / sigma for one field, D = nu = 1."""
    def momentum_integral(omega):
        scale = np.sqrt(omega)

        def integrand(x):
            q2 = omega * x * x
            diffusion = q2 - 1j * omega
            screened = 1 / (inverse_bare(q2) + q2 / diffusion)
            value = screened * q2 / diffusion**3
            return value.imag * q2 * scale / (2 * np.pi**2)
        return quad(integrand, 0, np.inf, limit=200)[0]

    def outer(y):
        return 2 * y * thermal_slope(y * y / temperature) * momentum_integral(y * y)
    integral = quad(outer, 0, np.sqrt(40 * temperature), epsrel=1e-7)[0]
    return -2 / (3 * np.pi) * 2 * integral


coulomb_numeric = []
for strength in (1e6, 1e7):           # squared inverse screening length
    coulomb_numeric.append(relative_correction(lambda q2: q2 / strength, 1.0))
    assert abs(coulomb_numeric[-1] / COEFF - 1) < 1e-4  # finite screening length
hot = relative_correction(lambda q2: q2 / 1e7, 3.0)
assert abs(hot / (COEFF * np.sqrt(3)) - 1) < 1e-4
for landau in (-0.4, -0.2, 0.5):
    numeric = relative_correction(lambda q2: 1 / landau, 1.0)
    assert abs(numeric / (COEFF * spin_factor(landau)) - 1) < 1e-5
landau_reversal = brentq(lambda f: 1 + 3 * spin_factor(f), -0.8, -0.01)
assert abs(landau_reversal - (9 / (1 + np.sqrt(7))**2 - 1)) < 1e-10

# ---------- electron-electron rate, used to size weak localization -----------
RATE = float(2 * (1 - 2**-1.5) * gamma(1.5) * zeta(1.5) / (np.sqrt(2) * np.pi**2))


def rate_at(y):
    omega = y * y

    def integrand(x):
        q2 = omega * x * x
        diffusion = q2 - 1j * omega
        noise = -2 * (diffusion / q2).imag / np.sinh(omega)
        return noise * 2 * (1 / diffusion).real * q2 * y / (2 * np.pi**2)
    return 2 * y * quad(integrand, 0, np.inf, limit=200)[0] / np.pi


rate_numeric = quad(rate_at, 0, np.sqrt(40.0))[0]
assert abs(rate_numeric / RATE - 1) < 1e-5

# ---------- example: parameters in the regime of metallic Si:P ----------------
hbar, charge, kB = const.hbar, const.e, const.k
density, mobility = 1e25, 150e-4          # m^-3, m^2/Vs
valleys, mass_long, mass_trans, permittivity = 6, 0.92, 0.19, 11.7
mass_dos = (mass_long * mass_trans**2)**(1 / 3) * const.m_e
mass_cond = 3 / (1 / mass_long + 2 / mass_trans) * const.m_e
fermi_k = (3 * np.pi**2 * density / valleys)**(1 / 3)
fermi_energy = (hbar * fermi_k)**2 / (2 * mass_dos)
dos = 1.5 * density / fermi_energy
sigma = density * charge * mobility
diffusion = sigma / (charge**2 * dos)
tau = mobility * mass_cond / charge
mean_free_path = np.sqrt(3 * diffusion * tau)
screening = np.sqrt(permittivity * const.epsilon_0 / (charge**2 * dos))
valley_ratio = 10.0                       # chosen intervalley time / tau
tau_valley = valley_ratio * tau
base_slope = COEFF * charge**2 / hbar * np.sqrt(kB / (hbar * diffusion)) / 100
zero_T_shift = (-2 / (6 * np.sqrt(2) * np.pi**2) * charge**2 / hbar
                / np.sqrt(diffusion * tau) / 100)


def thermal_length(temp):
    return np.sqrt(hbar * diffusion / (kB * temp))


def localization_term(temp):
    """Thermal weak-localization term in S/cm and dephasing length in m."""
    rate = RATE * (kB * temp)**1.5 / (dos * (hbar * diffusion)**1.5) / hbar
    length = np.sqrt(diffusion / rate)
    return charge**2 / (2 * np.pi**2 * hbar * length) / 100, length


print(f"largest relative error of current kernel: {max(kernel_errors):.1e}")
print(f"coefficient c, closed form: {COEFF:.6f}")
print(f"coefficient c, double quadrature: {coulomb_numeric[-1]:.6f}")
print(f"F at which the slope reverses: {landau_reversal:.4f}")
print(f"electron-electron rate coefficient: {RATE:.4f}")
print(f"donor density: {density / 1e6:.1e} cm^-3")
print(f"mobility: {mobility * 1e4:.0f} cm2/Vs")
print(f"valleys: {valleys}; relative permittivity: {permittivity}")
print(f"longitudinal, transverse mass: {mass_long}, {mass_trans} m_e")
print(f"density-of-states mass per valley: {mass_dos / const.m_e:.3f} m_e")
print(f"conductivity mass: {mass_cond / const.m_e:.3f} m_e")
print(f"Fermi energy: {fermi_energy / charge:.4f} eV")
print(f"density of states: {dos * charge / 1e6:.3e} eV^-1 cm^-3")
print(f"Drude conductivity: {sigma / 100:.1f} S/cm")
print(f"diffusion constant: {diffusion * 1e4:.3f} cm2/s")
print(f"elastic time: {tau * 1e15:.1f} fs")
print(f"mean free path: {mean_free_path * 1e9:.2f} nm")
print(f"k_F times mean free path: {fermi_k * mean_free_path:.2f}")
print(f"screening length: {screening * 1e9:.2f} nm")
for landau in (0.0, -0.2, -0.4):
    factor = 1 + 3 * spin_factor(landau)
    print(f"F={landau:.1f}: k={spin_factor(landau):.4f}, 1+3k={factor:.4f}, "
          f"slope={base_slope * factor:.3f} S/cm/K^0.5")
for temp in (0.1, 1.0, 4.0):
    local, length = localization_term(temp)
    changes = [base_slope * (1 + 3 * spin_factor(f)) * np.sqrt(temp)
               for f in (0.0, -0.2, -0.4)]
    print(f"T={temp} K: thermal length {thermal_length(temp) * 1e9:.1f} nm")
    print(f"  change for F=0, -0.2, -0.4: {changes[0]:.3f}, "
          f"{changes[1]:.3f}, {changes[2]:.3f} S/cm")
    print(f"  F=0 change / Drude value: {changes[0] * 100 / sigma:.5f}")
    print(f"  neglected weak localization: {local:.3f} S/cm, "
          f"dephasing length {length * 1e9:.0f} nm")
    print(f"  (screening length / thermal length)^2: "
          f"{(screening / thermal_length(temp))**2:.1e}")
print(f"T=0 Coulomb shift, cutoff 1/tau: {zero_T_shift:.1f} S/cm")
print(f"its ratio to the Drude value: {zero_T_shift * 100 / sigma:.3f}")
print(f"k_B T / Fermi energy at 4 K: {4 * kB / fermi_energy:.4f}")
print(f"k_B T tau / hbar at 4 K: {4 * kB * tau / hbar:.4f}")
print(f"chosen intervalley time / elastic time: {valley_ratio:.0f}")
print(f"intervalley length: {np.sqrt(diffusion * tau_valley) * 1e9:.1f} nm")
print(f"intervalley crossover temperature: {hbar / (kB * tau_valley):.0f} K")
print(f"mass anisotropy of one valley: {mass_long / mass_trans:.2f}")
print("tests ok")
```

Output:

```
largest relative error of current kernel: 3.4e-11
coefficient c, closed form: 0.030908
coefficient c, double quadrature: 0.030908
F at which the slope reverses: -0.3229
electron-electron rate coefficient: 0.2145
donor density: 1.0e+19 cm^-3
mobility: 150 cm2/Vs
valleys: 6; relative permittivity: 11.7
longitudinal, transverse mass: 0.92, 0.19 m_e
density-of-states mass per valley: 0.321 m_e
conductivity mass: 0.258 m_e
Fermi energy: 0.0159 eV
density of states: 9.406e+20 eV^-1 cm^-3
Drude conductivity: 240.3 S/cm
diffusion constant: 1.595 cm2/s
elastic time: 22.0 fs
mean free path: 3.25 nm
k_F times mean free path: 1.19
screening length: 0.83 nm
F=0.0: k=0.0000, 1+3k=1.0000, slope=2.156 S/cm/K^0.5
F=-0.2: k=-0.1803, 1+3k=0.4590, slope=0.989 S/cm/K^0.5
F=-0.4: k=-0.4550, 1+3k=-0.3649, slope=-0.787 S/cm/K^0.5
T=0.1 K: thermal length 110.4 nm
  change for F=0, -0.2, -0.4: 0.682, 0.313, -0.249 S/cm
  F=0 change / Drude value: 0.00284
  neglected weak localization: 0.157 S/cm, dephasing length 787 nm
  (screening length / thermal length)^2: 5.6e-05
T=1.0 K: thermal length 34.9 nm
  change for F=0, -0.2, -0.4: 2.156, 0.989, -0.787 S/cm
  F=0 change / Drude value: 0.00897
  neglected weak localization: 0.881 S/cm, dephasing length 140 nm
  (screening length / thermal length)^2: 5.6e-04
T=4.0 K: thermal length 17.5 nm
  change for F=0, -0.2, -0.4: 4.311, 1.979, -1.573 S/cm
  F=0 change / Drude value: 0.01794
  neglected weak localization: 2.493 S/cm, dephasing length 49 nm
  (screening length / thermal length)^2: 2.3e-03
T=0 Coulomb shift, cutoff 1/tau: -31.0 S/cm
its ratio to the Drude value: -0.129
k_B T / Fermi energy at 4 K: 0.0216
k_B T tau / hbar at 4 K: 0.0115
chosen intervalley time / elastic time: 10
intervalley length: 5.9 nm
intervalley crossover temperature: 35 K
mass anisotropy of one valley: 4.84
tests ok
```
